# Why steady torques cannot make a macrospin chaotic but periodic fields can

**Q.** I drive the free layer of a magnetic tunnel junction with a dc current in a static field. The equation of motion is strongly nonlinear, and the current feeds in energy. Why should I not expect chaos?

**A.** Because the state is one point on a sphere, and its velocity depends on that point alone. Let \(\mathbf m\) be the unit vector of the magnetization, \(\gamma>0\), \(\alpha\) the Gilbert damping, and \(a\) the strength, in field units, of a damping-like torque towards the polarizer direction \(\mathbf p\):
\[
\dot{\mathbf m}=-\gamma\,\mathbf m\times\mathbf B+\alpha\,\mathbf m\times\dot{\mathbf m}+\gamma a\,\mathbf m\times(\mathbf p\times\mathbf m).
\]
The field \(\mathbf B(\mathbf m)\) includes anisotropy and is smooth. I assume no noise, delay or further dynamic variable.

The velocity appears on both sides, so we solve for it. Every term on the right is perpendicular to \(\mathbf m\), hence \(\mathbf m\cdot\dot{\mathbf m}=0\) and the length is fixed. Call the first and third terms together \(\mathbf G\). Crossing \(\dot{\mathbf m}=\mathbf G+\alpha\mathbf m\times\dot{\mathbf m}\) with \(\mathbf m\), and using \(\mathbf m\times(\mathbf m\times\dot{\mathbf m})=-\dot{\mathbf m}\), gives
\[
\mathbf m\times\dot{\mathbf m}=\mathbf m\times\mathbf G-\alpha\dot{\mathbf m}
\quad\Rightarrow\quad
(1+\alpha^2)\dot{\mathbf m}=\mathbf G+\alpha\,\mathbf m\times\mathbf G .
\]
Let \(\perp\) mark the part perpendicular to \(\mathbf m\). Then \(\mathbf m\times(\mathbf p\times\mathbf m)=\mathbf p_\perp\) and \(-\mathbf m\times(\mathbf m\times\mathbf B)=\mathbf B_\perp\), so \(\mathbf m\times\mathbf G=\gamma\mathbf B_\perp+\gamma a\,\mathbf m\times\mathbf p\). With \(\tau=\gamma t/(1+\alpha^2)\),
\[
\frac{d\mathbf m}{d\tau}=-\mathbf m\times(\mathbf B-\alpha a\mathbf p)+(\alpha\mathbf B+a\mathbf p)_\perp .
\]
This is a smooth velocity field tangent to the sphere. Exactly one orbit passes through each point, so two different orbits can never cross.

**Q.** Non-crossing curves can still be complicated. What excludes chaos?

**A.** First, a definition. A chaotic set is a compact invariant set \(\Lambda\) that is the forward limit set of one of its own orbits, and on which arbitrarily close points of \(\Lambda\) later separate by some fixed distance. The first property means that \(\Lambda\) contains a point \(x\) whose orbit returns arbitrarily close to \(x\) at arbitrarily late times.

Suppose that \(x\) is not a fixed point and that its orbit is not closed. Draw a short segment \(\Sigma\) through \(x\) that the flow crosses in one direction everywhere; continuity of the non-zero velocity permits this. Each sufficiently close return crosses \(\Sigma\). Let \(x_1\ne x\) be the first crossing after \(x\).

The orbit arc from \(x\) to \(x_1\), closed by the piece of \(\Sigma\) between them, is a loop without self-crossings. By the Jordan curve theorem it divides the sphere into two regions. Let \(R_+\) be the region that the flow enters through the piece of \(\Sigma\), and \(R_-\) the other.

Just after \(x_1\) the orbit is on the forward side of \(\Sigma\), in \(R_+\). It cannot leave: crossing the arc would violate uniqueness, and the piece of \(\Sigma\) lets orbits in, not out. A later crossing of \(\Sigma\) close to \(x\) would have to lie either on the closing piece, which is reached from \(R_-\), or just beyond \(x\) on the side away from \(x_1\), which lies in \(R_-\). Both are forbidden, so the orbit cannot return close to \(x\). This contradicts recurrence.

Thus \(x\) is fixed or its orbit is closed, and \(\Lambda\) is that point or that closed orbit. A single point has no neighbours to separate from. On a closed orbit, two nearby points differ by a small time shift \(s\), and their distance never exceeds \(|s|\) times the largest speed. There is no sensitivity, hence no chaotic set. Damping was not used, so a current that supplies energy does not change the conclusion.

**Q.** What does the current do, then, in a concrete layer?

**A.** It can sustain a limit cycle. Take \(x\) as easy axis, \(y\) as in-plane hard axis, \(z\) as film normal, \(\mathbf p=\hat z\), and
\[
\mathbf B=(B_k m_x,\,0,\,-B_d m_z),\quad B_k=30\ \text{mT},\quad B_d=500\ \text{mT},\quad \alpha=0.02 .
\]
If \(B_k\) is neglected, the equation for \(m_z\) is
\[
\frac{dm_z}{d\tau}=(a-\alpha B_d m_z)(1-m_z^2).
\]
At \(a=4\) mT the torque balances damping at \(m_z=4/(0.02\times500)=0.4\). The spin then rotates about \(z\) at nearly \(\gamma B_dm_z/[2\pi(1+\alpha^2)]\), which is \(88.01\times0.4/(2\pi)=5.60\) GHz, where 88.01 ns⁻¹ is the precession rate in 500 mT. The full equation gives 5.56 GHz.

Record \(m_z\) whenever the orbit crosses \(m_y=0\) on the side \(m_x>0\). Starting near 0.6, the values are 0.5998, 0.5743, 0.5504, 0.5287 and so on, falling to 0.4183. All 59 numerically resolved steps go the same way, as the loop argument demands. Started instead at \(\mathbf m=\hat x\), with the same torque, the spin comes to rest at \((0.991,-0.135,0)\). A half turn about \(z\) leaves the equation unchanged, so a second rest state lies at \((-0.991,0.135,0)\). The device can rest or oscillate, and neither is chaotic.

**Q.** How quickly does the cycle attract its neighbours?

**A.** The surface divergence of the velocity tells us. Write \(\mathbf B=\mathbf b+D\mathbf m\) with diagonal \(D\). Both \(\mathbf b\cdot\mathbf m\) and \(\tfrac12\sum_i D_im_i^2\) are functions \(f\) whose surface gradients are the perpendicular fields. The precession terms have the form \(\mathbf m\times\nabla f\), with components \(-f_\varphi/\sin\theta\) and \(f_\theta\) along \(\theta\) and \(\varphi\). Their divergence is \((-f_{\varphi\theta}+f_{\theta\varphi})/\sin\theta=0\).

For the gradient terms, choose the polar axis along \(i\), so \(m_i=\cos\theta\):
\[
\nabla^2m_i=\frac{1}{\sin\theta}\frac{d}{d\theta}(-\sin^2\theta)=-2m_i,
\]
\[
\nabla^2 m_i^2=2|\nabla m_i|^2+2m_i\nabla^2m_i=2(1-m_i^2)-4m_i^2=2-6m_i^2 .
\]
The divergence is therefore
\[
\mathcal D=\alpha\Big[-2\mathbf b\cdot\mathbf m+\sum_iD_i(1-3m_i^2)\Big]-2a\,\mathbf p\cdot\mathbf m .
\]
A small area carried once around the cycle changes by \(\exp\oint\mathcal D\,d\tau\). A displacement along the orbit returns unchanged, so this whole factor belongs to the transverse displacement. It equals 0.7589 here, and the shrinking steps between crossings give the same value to four digits. Deviations thus lose about 24 % per turn.

**Q.** Would one positive Lyapunov exponent refute the theorem?

**A.** Not if it belongs to an unstable fixed point or a repelling closed orbit. Without torque, \(\mathbf m=\hat y\) is a saddle with a growth rate of 20.75 ns⁻¹, yet there is no chaos: neighbours leave it and settle elsewhere. The telling exponent is that of a typical orbit after it has settled on an attractor.

**Q.** Now I add a microwave field. Which line of the proof breaks?

**A.** The statement that one orbit passes through each point of the sphere. The velocity now depends on \(\mathbf m\) and on the drive phase, so the state lives in the three-dimensional space sphere × circle. Orbits do not cross there, but their projections onto the sphere may. A closed loop on the sphere is no longer a wall, because the spin can come back to it at another phase with another velocity.

Sampling once per period does not restore the wall. It gives a smooth invertible map of the sphere, but successive points jump and need not stay on one side of a curve.

**Q.** Is there a way to see what the phase does?

**A.** Look at the border between oscillation in one easy-axis well and rotation over the barrier. Without damping, torque and drive, the energy in field units is \(h=\tfrac12(B_dm_z^2-B_km_x^2)\), with \(\mathbf B_0=-\nabla h\), and \(d\mathbf m/d\tau=-\mathbf m\times\mathbf B_0\) reads
\[
m_x'=B_dm_ym_z,\quad m_y'=-(B_k+B_d)m_xm_z,\quad m_z'=B_km_xm_y .
\]
The saddles \(\pm\hat y\) have \(h=0\). On the connecting orbit with \(m_x,m_z>0\), \(h=0\) gives \(m_z=\sqrt{B_k/B_d}\,m_x\), and unit length gives \(m_x^2=(1-m_y^2)B_d/(B_k+B_d)\). Hence
\[
m_y'=-\Omega(1-m_y^2),\quad \Omega=\sqrt{B_kB_d},\quad m_y=-\tanh\Omega\tau,\quad m_z=\sqrt{\tfrac{B_k}{B_k+B_d}}\,\operatorname{sech}\Omega\tau .
\]

Now add damping, torque and a field \(b\cos[\omega(\tau+\tau_0)]\) along \(y\), with \(\omega\) measured in the time \(\tau\). To first order, \(h'=-\mathbf B_0\cdot\mathbf m'\) has three parts, each integrated along the orbit above.

- Damping: \(-\alpha|\mathbf B_{0\perp}|^2=-\alpha|\mathbf m'|^2\). The orbit is a great circle traversed at speed \(\Omega\operatorname{sech}\Omega\tau\), so the integral is \(-2\alpha\Omega\).
- Torque: \(-a\mathbf B_0\cdot\hat z_\perp=aB_dm_z+am_z(\mathbf B_0\cdot\mathbf m)\). The last term vanishes because \(\mathbf B_0\cdot\mathbf m=-2h=0\). The integral of sech is \(\pi/\Omega\), which gives \(\pi a\sqrt{B_d/(B_k+B_d)}\).
- Drive: \(\mathbf B_0\cdot(\mathbf m\times\mathbf b)=\mathbf b\cdot(-\mathbf m\times\mathbf B_0)=\mathbf b\cdot\mathbf m'\), hence \(b\cos[\omega(\tau+\tau_0)]\,m_y'\). The odd sine part drops out, leaving \(-bA\cos\omega\tau_0\).

With \(\kappa=\omega/\Omega\), \(A=\int\operatorname{sech}^2\!s\;e^{i\kappa s}ds\). Shifting the path by \(i\pi\) multiplies the integral by \(e^{-\pi\kappa}\). The enclosed pole at \(i\pi/2\), where \(\operatorname{sech}^2\!s\approx-1/(s-i\pi/2)^2\), has residue \(-i\kappa e^{-\pi\kappa/2}\). Thus \(A(1-e^{-\pi\kappa})=2\pi\kappa e^{-\pi\kappa/2}\), or
\[
A=\frac{\pi\kappa}{\sinh(\pi\kappa/2)} .
\]
The sum is
\[
M(\tau_0)=-bA\cos\omega\tau_0-2\alpha\Omega+\pi a\sqrt{\frac{B_d}{B_k+B_d}} .
\]

**Q.** What does \(M\) compare?

**A.** Two curves: the states that came out of the saddle near \(+\hat y\), and the states that will end at the saddle near \(-\hat y\). The energies of the shifted saddles change only at second order, since \(h\) is stationary there. At the midpoint the first curve therefore has the energy gained before it, the second has minus the energy gained after it, and the difference is \(M\).

If \(M>0\), the spin leaving the first saddle passes over into the other well; if \(M<0\), it falls back. In a static field, a point shared by the two curves would put its whole orbit on both, so they could not cross transversely. Under drive, the outcome depends on phase, and the curves cross wherever \(M\) changes sign. Every image of a crossing under the once-per-period map is another crossing, so there are infinitely many.

There are four connecting branches. A half turn about \(z\) maps the one above onto the other branch with \(m_z>0\) and shifts the drive phase by \(\pi\); these two close a loop around \(z\). On the two branches with \(m_z<0\) the torque term changes sign. Crossings on all four thus require
\[
bA>2\alpha\Omega+\pi|a|\sqrt{B_d/(B_k+B_d)} .
\]
At \(a=1\) mT and 2.5 GHz, \(A=1.622\) and \(b>(4.90+3.05)/1.622=4.90\) mT. On the pair with \(m_z>0\) the torque offsets damping, so crossings there begin already at \(b>(4.90-3.05)/1.622=1.14\) mT. I tested \(M\) by shooting for both curves at eight phases, with \(b=23\) mT, \(a\) and \(\alpha\) all reduced a hundredfold. The largest deviation was 0.04 % of the largest \(|M|\).

This derives the crossing, not a chaotic attractor.

**Q.** Does the device actually become chaotic?

**A.** In the model, the numerical evidence says yes. Keep \(a=1\) mT and apply the field along \(y\). For 30 frozen values between −33 and 33 mT, the largest exponent found in the finite window was −0.91 ns⁻¹ (linearization about the rest states gives at most −0.94 ns⁻¹): every run settled. With amplitudes from 4 to 33 mT in 1 mT steps, the exponent was clearly positive for 10 of 30 amplitudes at 2.0 GHz, 18 of 30 at 2.5 GHz and none at 3.0 GHz. Each setting had one starting state and one 34 ns window. The counts depend on start, step size and window: five starts and two windows gave 9 to 11 at 2.0 GHz, 15 to 19 at 2.5 GHz and 0 to 7 at 3.0 GHz. Most positive exponents at 3.0 GHz vanish in the later window, as chaotic transients do, but a few were still positive over the window from 52 to 86 ns. At 2.5 GHz, all 30 amplitudes exceed the lower crossing threshold and 29 the upper one, but only about 18 gave chaos, so neither threshold is a design rule for it.

"Clearly positive" means above 0.264 ns⁻¹. A limit cycle has a zero exponent, but a finite run can show the logarithm of a speed ratio divided by the run time; over 34.1 ns this bound allows a ratio of \(e^9\). Sixty random combinations of static field and torque gave at most 0.020 ns⁻¹, well within it.

At 2.5 GHz and 23 mT, a case picked from the scan for its large exponent, 40 further runs gave \(2.79\pm0.08\) ns⁻¹ (standard error), all positive. A small error grows by a factor \(e\) in \(1/2.79=0.36\) ns, less than one drive period of 0.4 ns. The second exponent is −4.43 ns⁻¹. Their sum, −1.64 ns⁻¹, agrees with the mean of \(\mathcal D\): areas shrink while lengths stretch. The third exponent, along the drive phase, is zero.

The broken wall is visible too. Successive crossings of \(m_y=0\) with \(m_y\) decreasing, now on the side \(m_x<0\), have \(m_z=-0.238,-0.224,-0.344,-0.152\), and so on. Among 27 such crossings the direction of change reverses 18 times.

**Q.** So is periodic driving enough?

**A.** No. Take an axially symmetric magnet, \(B_k=0\) and \(\mathbf p=\hat z\), in a field rotating about \(z\). Let \(R\) be the rotation by \(\omega\tau\), and write \(\mathbf m=R\mathbf n\) and \(\mathbf b=R\mathbf b_0\). With \(\mathbf F\) the velocity, symmetry gives \(\mathbf F(R\mathbf n,R\mathbf b_0)=R\mathbf F(\mathbf n,\mathbf b_0)\), while differentiation gives \(\mathbf m'=R(\mathbf n'+\omega\hat z\times\mathbf n)\). Therefore
\[
\mathbf n'=\mathbf F(\mathbf n,\mathbf b_0)-\omega\,\hat z\times\mathbf n .
\]
Time has disappeared, and the loop argument applies to \(\mathbf n\). Rotation preserves distances, so the laboratory motion has no sensitivity either. Thirty rotating fields of 1 to 30 mT at 2.5 GHz gave exponents of at most 0.018 ns⁻¹, again within the bound for zero.

**Q.** Would I see this in my junction?

**A.** The parameters are rough, round values for an elliptical layer of 80 × 50 × 2 nm with magnetization \(M_s=1.0\) MA/m. Shape alone would give \(B_k\approx36\) mT but \(B_d\approx1.07\) T, so \(B_d=500\) mT presumes an added perpendicular interface anisotropy of about 0.6 mJ/m². A spin current \(\hbar\eta J/2e\) absorbed in thickness \(d\) gives \(a=\hbar\eta J/(2eM_sd)\). At spin efficiency \(\eta=0.3\), 1 mT needs 2.0 MA/cm², and the 4 mT cycle needs 8.1 MA/cm². That is 0.4 V across a barrier of 5 Ω µm² but 1.6 V across one of 20 Ω µm². Thin barriers break down at voltages of order 1 V, so the cycle requires a low-resistance barrier; heating is not included. The model also takes \(a\) as constant, whereas at fixed current the torque in a junction varies roughly as \(a/(1+\lambda\,\mathbf m\cdot\mathbf p)\). The velocity is then still a smooth function of \(\mathbf m\), so the theorem holds, but the formula for \(\mathcal D\) and the numbers change. The cycle frequency becomes 5.38 or 5.78 GHz at \(\lambda=\pm0.09\) and 4.98 or 6.57 GHz at \(\lambda=\pm0.33\). The mean exponent at 2.5 GHz and 23 mT stayed between 2.5 and 2.9 ns⁻¹ for \(\lambda=0.09\) and \(\pm0.33\). Close to a flat strip of width \(w\) carrying a current \(I\), the field is \(\mu_0I/(2w)\), so a microwave amplitude of 23 mT needs a current amplitude of about 37 mA in a strip 1 µm wide, or 37 MA/cm² if the strip is 100 nm thick.

A major assumption is the single macrospin. With an exchange stiffness of 15 pJ/m, a half wave along a strip 80 nm long costs an exchange field of 46 mT; the lowest free-boundary mode of the ellipse costs about 65 mT, dipolar fields not included. That is less than three times the drive, but a uniform field does not drive this mode directly. Linearized along the chaotic orbit with local fields only, a small amplitude of it decays on average at about 0.9 ns⁻¹ (0.6 ns⁻¹ at 46 mT). The margin is modest: the rate changes sign near 30 mT, and a mode costing 20 mT grows at about 0.7 ns⁻¹. The cost scales as stiffness over length squared, so at the same \(B_k\) and \(B_d\), half the stiffness or lateral sizes about 1.5 times larger would bring the ellipse to that border. Dipolar fields, heat or non-uniform fields, all left out here, may still excite it. That would add variables, and this model cannot say how far the exponent would move.

Temperature matters as well. At 300 K the barrier is 0.59 eV, or 23 \(k_BT\), low for long-term storage. Free rotational diffusion accumulates an rms kick of 0.043 rad per drive period in each direction; the elliptical precession then stretches it in plane and shrinks it out of plane. If the exponential growth of small deviations is extrapolated, one such kick reaches 1 rad after \(\ln(1/0.043)/2.79=1.1\) ns. Direct runs of the model are faster than this extrapolation: one such kick reaches 1 rad after a median of about 0.7 ns, and a noisy and a noiseless orbit separate by 1 rad after a median of about 0.8 ns, both with a wide spread. A measured irregular signal would thus mix noise with deterministic stretching, and irregularity under dc bias alone would not contradict the theorem, which excludes noise. The Oersted field at the edge of the ellipse is about 0.4 mT at 1 mT torque and 1.6 mT at 4 mT; it is small against the 23 mT drive and is not included in the model.

## Values computed for the example and the checks

```
hard-axis field 500 mT, easy-axis field 30 mT, damping 0.02
layer 80 x 50 x 2 nm (ellipse), Ms 1.0 MA/m
spin efficiency 0.3, exchange stiffness 15 pJ/m
temperature 300 K, Curie temperature (rough) 1100 K
scaled time units per ns: 88.01
small-angle resonance, no torque: 3.53 GHz
saddle growth rate, no torque: 20.75 1/ns
current density at 1 mT torque: 2.03 MA/cm2
current density at 4 mT torque: 8.10 MA/cm2
-- dc torque 4 mT, no drive
first section crossings mz: 0.5998 0.5743 0.5504 0.5287 0.5093 0.4924
monotone steps resolved: 59; limiting mz: 0.4183
cycle frequency: 5.563 GHz
Floquet multiplier from crossings: 0.75893
Floquet multiplier from divergence: 0.75889
rest state from m = x: m = 0.9909 -0.1346 0.0000
-- dc torque 1 mT, largest exponents after 18.2 ns, over 34.1 ns
finite-time bound used for 'not positive': 0.264 1/ns
30 frozen y fields up to 33 mT: max -0.9132 1/ns
60 random static fields (to 40 mT) and torques (to 10 mT): max 0.0197 1/ns
30 rotating fields, axial magnet, 2.5 GHz, 1-30 mT: max 0.0184 1/ns
rotating-frame mismatch in m: 7.6e-06
y drive 2.0 GHz, 4-33 mT: 10 of 30 amplitudes above bound
y drive 2.5 GHz, 4-33 mT: 18 of 30 amplitudes above bound
y drive 3.0 GHz, 4-33 mT: 0 of 30 amplitudes above bound
-- selected drive: 2.5 GHz, 23 mT
largest exponent, scan: 3.116 1/ns
largest exponent, 40 runs of 22.7 ns: 2.788 +- 0.075 1/ns
runs above bound: 40 of 40
second exponent: -4.430 1/ns
sum of exponents: -1.6422 1/ns
mean divergence: -1.6422 1/ns
e-folding time of a small error: 0.359 ns
driven section crossings mz: -0.2381 -0.2241 -0.3443 -0.1523 -0.1061 -0.2915
reversals of direction among 27 crossings: 18
-- separatrix: drive factor A 1.622, damping loss 4.90 mT, torque work 3.05 mT
first-order tangle threshold: 4.90 mT
splitting, shooting vs formula at 0.01 scale: max error 0.04 % of largest
-- neglected effects
energy barrier: 0.588 eV = 22.8 kT
thermal kick per drive period, each direction: 0.0431 rad
time for that kick to grow to 1 rad: 1.13 ns
exchange field of lowest non-uniform mode: 46.3 mT
Oersted field at the short-axis edge: 0.32 mT
scale of relative spin-length change: 2.8e-05
```
